# The Hylleraas Functional and Quadratic Amplitude Errors in Local MP2, part 1

(Sections cited here and not found follow in the second part.)

## The functional, its bound and its closed-shell form

**Q:** Second-order perturbation theory gives a single number. What is gained by replacing a number with a functional?

**A:** The number depends on a first-order wavefunction. If that function is known only approximately, one needs to know what energy to assign to the approximation and how wrong it is. A functional answers both questions.

Let $H(\lambda)=H_0+\lambda V$ be Hermitian, and let $\phi_0$ be a normalized eigenstate, $H_0\phi_0=E_0\phi_0$. I assume that $E_0$ is the lowest eigenvalue of $H_0$ and is nondegenerate, and I work in a finite basis, so that no question of convergent sums arises. Write

$$E_1=\langle\phi_0|V|\phi_0\rangle,\qquad G=H_0-E_0 .$$

Since $E_0$ is the lowest eigenvalue, $\langle x|G|x\rangle\ge 0$ for every $x$, and it vanishes only when $x$ is a multiple of $\phi_0$.

For small $\lambda$ the true ground state is $\phi_0$ plus a correction of order $\lambda$. So take a trial function $\phi_0+\lambda\chi$, with $\chi$ arbitrary, and compute its mean energy.

**Q:** That is a quotient, and both numerator and denominator depend on $\lambda$. Expanding it will be untidy.

**A:** Subtract the first two orders before expanding. Let $R(\lambda)$ be the mean energy and $N(\lambda)=\langle\phi_0+\lambda\chi|\phi_0+\lambda\chi\rangle$. Then

$$N\,(R-E_0-\lambda E_1)=\langle\phi_0+\lambda\chi|\,G+\lambda(V-E_1)\,|\phi_0+\lambda\chi\rangle .$$

Now collect powers of $\lambda$ on the right.

- Order 0: $\langle\phi_0|G|\phi_0\rangle=0$, because $G\phi_0=0$.
- Order 1: $2\,\mathrm{Re}\langle\chi|G|\phi_0\rangle+\langle\phi_0|V-E_1|\phi_0\rangle$. The first term vanishes for the same reason, the second by the definition of $E_1$.
- Order 2: $\langle\chi|G|\chi\rangle+2\,\mathrm{Re}\langle\chi|V-E_1|\phi_0\rangle$.
- Order 3: $\langle\chi|V-E_1|\chi\rangle$.

Call the second-order coefficient

$$J[\chi]=\langle\chi|H_0-E_0|\chi\rangle+2\,\mathrm{Re}\langle\chi|V-E_1|\phi_0\rangle .$$

This is the Hylleraas functional. Dividing by $N$ gives, without approximation,

$$R(\lambda)=E_0+\lambda E_1+\frac{\lambda^2J[\chi]+\lambda^3\langle\chi|V-E_1|\chi\rangle}{N(\lambda)} .$$

Because $N(0)=1$, the coefficient of $\lambda^2$ in $R$ is $J[\chi]$.

**Q:** So far $J$ belongs to a trial function. What connects it with the second-order energy $E_2$ of the actual eigenvalue?

**A:** Insert $\psi=\phi_0+\lambda\chi_1+\lambda^2\psi_2+\dots$ and $E=E_0+\lambda E_1+\lambda^2E_2+\dots$ into $(H_0+\lambda V)\psi=E\psi$. The first two orders beyond the zeroth are

$$G\chi_1=-(V-E_1)\phi_0,\qquad G\psi_2+(V-E_1)\chi_1=E_2\phi_0 .$$

The first equation can be solved: its right side is orthogonal to $\phi_0$, and $G$ is invertible on the space orthogonal to $\phi_0$. Choose the solution with $\langle\phi_0|\chi_1\rangle=0$. Projecting the second equation on $\phi_0$ removes $G\psi_2$, since $G\phi_0=0$, and leaves

$$E_2=\langle\phi_0|V-E_1|\chi_1\rangle=\langle\phi_0|V|\chi_1\rangle .$$

Now use the first-order equation to eliminate $V$ from $J$. Replacing $(V-E_1)\phi_0$ by $-G\chi_1$,

$$J[\chi]=\langle\chi|G|\chi\rangle-2\,\mathrm{Re}\langle\chi|G|\chi_1\rangle .$$

Adding and subtracting $\langle\chi_1|G|\chi_1\rangle$ completes the square:

$$J[\chi]=\langle\chi-\chi_1|G|\chi-\chi_1\rangle-\langle\chi_1|G|\chi_1\rangle .$$

The last term is identified by the first-order equation once more:
$-\langle\chi_1|G|\chi_1\rangle=\langle\chi_1|V-E_1|\phi_0\rangle=E_2$, where the last equality holds because $E_2$ is real. With $\delta=\chi-\chi_1$,

$$J[\chi]=E_2+\langle\delta|H_0-E_0|\delta\rangle\ \ge\ E_2 .$$

Equality requires $\delta$ to be a multiple of $\phi_0$. Such a component changes nothing but the normalization and phase of the trial function to this order.

**Q:** You have an upper bound from a Rayleigh quotient. Then $E_0+E_1+J$ must also lie above the exact energy at $\lambda=1$, by the ordinary variational principle.

**A:** No. The variational principle applies to $R(1)$, and the formula for $R$ shows what separates the two: the term $\langle\chi|V-E_1|\chi\rangle$, whose sign is not fixed, and the denominator $N$. The functional has dropped both. It bounds $E_2$, and $E_0+E_1+E_2$ may itself lie on either side of the exact energy. Nor does the bound say anything about whether the perturbation series converges. It concerns one coefficient of that series.

**Q:** And how much rests on $\phi_0$ being the ground state of $H_0$?

**A:** The identity does not need it; the inequality does. For a nondegenerate excited state of $H_0$ the same algebra gives $J=E_2+\langle\delta|G|\delta\rangle$, but $G$ then has negative eigenvalues. An error $\delta$ along a lower state pushes $J$ below $E_2$. For the highest state of a finite space, $G$ has no positive eigenvalue and the inequality is reversed: $J\le E_2$.

A chain of four hydrogen atoms shows both situations. In the STO-3G basis, with atoms at 0, 0.8, 2.0 and 2.8 Å, there are 36 determinants with two electrons of each spin. Take for $H_0$ the sum of one-electron Fock operators of the Hartree–Fock solution, defined below, and $V=H-H_0$. Half the second derivative of the lowest eigenvalue of $H_0+\lambda V$ at $\lambda=0$ gives $E_2=-0.029582\,E_h$, and $J$ at the first-order function gives the same number. For the highest eigenstate of $H_0$ the second-order energy is $+0.037\,E_h$, while a randomly disturbed first-order function gives $J=-0.678\,E_h$, far below it.

**Q:** An error that is quadratic in $\delta$ sounds small. But $E_2=-\langle\chi_1|G|\chi_1\rangle$ is quadratic in the wavefunction too. Have you shown anything more than that a square is a square?

**A:** The objection is right about the absolute size, so the statement should be made relative to $E_2$. Dividing the two expressions,

$$\frac{J[\chi]-E_2}{|E_2|}=\frac{\langle\delta|G|\delta\rangle}{\langle\chi_1|G|\chi_1\rangle} .$$

The relative energy error is the square of the relative error of the wavefunction, when lengths are measured with $G$ as weight. A wavefunction wrong by 10% gives an energy wrong by 1%, but one that is entirely missing, $\delta=-\chi_1$, gives an energy error of 100%.

The alternative energy expression $\langle\phi_0|V|\chi\rangle$, which I shall call the linear formula, has no such protection. Take $\chi=c\,\chi_1$ with real $c$. The linear formula gives $cE_2$. The functional gives

$$J[c\chi_1]=c^2|E_2|-2c|E_2|=-\left[1-(1-c)^2\right]|E_2| .$$

For $c=0.9$ the linear formula loses 10% of $E_2$ and the functional loses 1%.

**Q:** All this is for an abstract $H_0$. In MP2 the unknowns are amplitudes of double excitations. What is $J$ in terms of them, and what has happened to single excitations?

**A:** Take a closed-shell molecule with real orbitals and a converged Hartree–Fock determinant $\phi_0$. Let $i,j,k$ label occupied and $a,b,c$ virtual spatial orbitals, and let $f_{pq}$ be the Fock matrix. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, the Møller–Plesset choice is $H_0=\sum_{pq}f_{pq}E_{pq}$.

Convergence of Hartree–Fock means $f_{ia}=0$. This has two consequences. First, $\phi_0$ is an eigenstate of $H_0$. Second, the matrix element of $H$ between $\phi_0$ and a single excitation, which is proportional to $f_{ia}$, vanishes, as does that of $H_0$. Hence $V=H-H_0$ does not couple $\phi_0$ to singles. Since $H$ contains at most two-electron operators, $V\phi_0$ contains $\phi_0$ and double excitations. $H_0$ does not mix doubles with other excitation classes, so $\chi_1$ consists of doubles:

$$\chi=\tfrac12\sum_{ijab}t_{ij}^{ab}E_{ai}E_{bj}\phi_0,\qquad t_{ij}^{ab}=t_{ji}^{ba} .$$

The symmetry can be imposed because $E_{ai}$ and $E_{bj}$ commute.

**Q:** These functions are not orthogonal to each other. How do you get even their norm?

**A:** Resolve the spins. When the two excited electrons have opposite spin, the two spin assignments give equal sums by the symmetry of $t$, which cancels the factor $\tfrac12$. The determinant with $i\!\uparrow\,\to a\!\uparrow$ and $j\!\downarrow\,\to b\!\downarrow$ therefore has coefficient $t_{ij}^{ab}$.

For equal spins, take $i<j$ and $a<b$. Four terms of the sum give the same determinant, and interchanging $a$ and $b$ alone changes its sign, because two creation operators change places. The coefficient is

$$\tfrac12\left(t_{ij}^{ab}-t_{ij}^{ba}+t_{ji}^{ba}-t_{ji}^{ab}\right)=t_{ij}^{ab}-t_{ij}^{ba} .$$

The overlap of functions with amplitudes $x$ and $y$ is then a sum over orthonormal determinants. Opposite spins contribute $\sum x_{ij}^{ab}y_{ij}^{ab}$. The two equal-spin cases contribute

$$2\cdot\tfrac14\sum_{ijab}(x_{ij}^{ab}-x_{ij}^{ba})(y_{ij}^{ab}-y_{ij}^{ba})=\sum_{ijab}(x_{ij}^{ab}-x_{ij}^{ba})\,y_{ij}^{ab} .$$

Here $\tfrac14$ removes the restrictions on the indices, and renaming $a\leftrightarrow b$ in the terms with $y_{ij}^{ba}$ gives a factor 2. Together,

$$\langle x,y\rangle=\sum_{ijab}(2x_{ij}^{ab}-x_{ij}^{ba})\,y_{ij}^{ab} .$$

**Q:** And the coupling to $V$?

**A:** Let $K_{ij}^{ab}=(ia|jb)$, the repulsion integral between the charge distributions $ia$ and $jb$. The matrix element of $H$ between $\phi_0$ and a doubly excited determinant is $K_{ij}^{ab}$ for opposite spins and $K_{ij}^{ab}-K_{ij}^{ba}$ for equal spins. The one-electron operator $H_0$ contributes nothing. These are just the coefficients that a function with amplitudes $K$ would have. So the doubles part of $V\phi_0$ is that function, and $\langle\chi|V|\phi_0\rangle=\langle t,K\rangle$. The constant $E_1$ drops out because $\langle\chi|\phi_0\rangle=0$.

For $H_0$, use $[E_{pq},E_{ai}]=\delta_{qa}E_{pi}-\delta_{pi}E_{aq}$. With $f_{ia}=0$,

$$[H_0,E_{ai}]=\sum_c f_{ca}E_{ci}-\sum_k f_{ik}E_{ak} .$$

Moving $H_0$ through both excitation operators until it meets $\phi_0$ and gives $E_0$, and then renaming summation indices, shows that $(H_0-E_0)\chi$ has the amplitudes

$$(At)_{ij}=Ft_{ij}+t_{ij}F-\sum_k\left(f_{ik}t_{kj}+f_{kj}t_{ik}\right),$$

where $t_{ij}$ is a matrix in the virtual indices and $F$ is the virtual block of the Fock matrix. Therefore

$$J=2\langle t,K\rangle+\langle t,At\rangle .$$

I did not assume that $f_{ij}$ or $F$ is diagonal, so the formula holds for localized orbitals. For the H$_4$ chain with deliberately mixed orbitals and random doubles, this expression and the explicit sum over determinants both give $0.379974\,E_h$.

## Local truncation and what it costs

**Q:** Before any orbitals are discarded, which results are needed from the general theory?

**A:** These. The amplitudes $t_{ij}^{ab}$ describe double excitations from occupied $i,j$ to virtual $a,b$; $K_{ij}^{ab}=(ia|jb)$; the operator $A$ represents $H_0-E_0$ on amplitudes, with Fock matrix elements $f_{ij}$ and $F$; and $\langle x,y\rangle=\sum(2x_{ij}^{ab}-x_{ij}^{ba})y_{ij}^{ab}$ is the overlap of two such functions, so that $\|x\|^2=\langle x,x\rangle$. The functional and its error are

$$J[t]=2\langle t,K\rangle+\langle t,At\rangle=E_2+\langle\delta,A\delta\rangle,\qquad \delta=t-\bar t .$$

Here $\bar t$ are the untruncated MP2 amplitudes, which satisfy $K+A\bar t=0$, and $E_2=\langle\bar t,K\rangle$. The linear formula is $\langle t,K\rangle$. $A$ is symmetric in this overlap, and it is positive if every virtual orbital energy lies above every occupied one.

**Q:** What does a local method discard, in this language?

**A:** Each pair $ij$ of localized orbitals is allowed its own subspace of virtual orbitals, its domain. Let $\Pi_{ij}=\Pi_{ji}$ be the orthogonal projector on it. The truncated amplitudes obey $t=Pt$, where

$$(Pt)_{ij}=\Pi_{ij}\,t_{ij}\,\Pi_{ij} .$$

Dropping a pair is the special case $\Pi_{ij}=0$. Since the same projector stands on both sides, $P$ commutes with the exchange of $a$ and $b$. It is therefore an orthogonal projector in the overlap $\langle x,y\rangle$ as well: kept and discarded parts are orthogonal.

**Q:** But when some amplitudes are removed, the remaining ones are no longer right. They were coupled to the missing ones.

**A:** So they are solved for again. Change $t$ by $\eta$ within the domains:

$$J[t+\eta]-J[t]=2\langle\eta,K+At\rangle+\langle\eta,A\eta\rangle .$$

The first term vanishes for every allowed $\eta$ if

$$P(K+At)=0 ,$$

and the second is then positive for $\eta\neq0$, so the solution is the minimum of $J$ in the domains. Call it $t_P$. Setting $\eta=t_P$ in the condition gives $\langle t_P,K\rangle+\langle t_P,At_P\rangle=0$, hence

$$J[t_P]=2\langle t_P,K\rangle-\langle t_P,K\rangle=\langle t_P,K\rangle .$$

For re-solved amplitudes the linear formula and the functional agree. A local MP2 program that solves these equations with the full $A$ has the bound and the quadratic error even if it never evaluates $J$.

**Q:** Quadratic in $\delta=t_P-\bar t$, yes. But $\delta$ includes the readjustment of the kept amplitudes. I asked about truncation, which means about what was thrown away.

**A:** Split the exact amplitudes into $p=P\bar t$ and the discarded part $q=\bar t-p$. From above, use $p$ as a trial. It lies in the domains, and its error is $p-\bar t=-q$. Since $t_P$ minimizes $J$ there,

$$J[t_P]-E_2\le J[p]-E_2=\langle q,Aq\rangle .$$

From below, write $\delta=(t_P-p)-q$. The bracket lies in the domains and is orthogonal to $q$, so $\|\delta\|^2=\|t_P-p\|^2+\|q\|^2\ge\|q\|^2$.

In canonical orbitals each doubly excited determinant is an eigenfunction of $A$, with eigenvalue $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Let $D_{\min}$ and $D_{\max}$ bound these eigenvalues below and above. Then

$$D_{\min}\|q\|^2\ \le\ J[t_P]-E_2\ \le\ \langle q,Aq\rangle\ \le\ D_{\max}\|q\|^2 .$$

The truncation error is quadratic in the discarded amplitudes from both sides: it can neither exceed that order nor, with a finite gap, fall below it.

With the kept amplitudes re-solved, the truncation error is quadratic in the discarded amplitudes, bounded below by $D_{\min}\|q\|^2$ and above by $D_{\max}\|q\|^2$. It remains to see how large the error is for a real molecule, and what happens when the amplitudes are not re-solved or the equations themselves are approximated.
